# Curvature of E(N) in helium: unrestricted Hartree-Fock and local density: test program

```python
# Result under test: for helium with N = 1 + f electrons (spin-up orbital a full,
# spin-down orbital b with occupation f) the curvature of the relaxed energy is
#   E''(f) = F_ff - F_fx (F_xx)^-1 F_xf   (frozen part + orbital relaxation).
# UHF: F_ff = 0, so E is concave.  LSDA: F_ff > 0 except near f = 0, so E is
# convex except in a strip just above N = 1.
# F = energy functional, x = orbital rotations, J = (bb|bb). Hartree atomic units.
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
Z = 2.0
LSDA = "LDA_X,LDA_C_PW_MOD"
X_ONLY = "LDA_X,"
C_ONLY = ",LDA_C_PW_MOD"

# ---- normalized s Gaussians on the nucleus, analytic integrals ----
expo = 0.1 * 2.4 ** np.arange(13)
n = len(expo)
p = expo[:, None] + expo[None, :]
prod = expo[:, None] * expo[None, :]
S = (2 * np.sqrt(prod) / p) ** 1.5
core = 3 * prod / p * S - Z * 2 * np.sqrt(p / np.pi) * S
pp, qq = p[:, :, None, None], p[None, None, :, :]
eri = (S[:, :, None, None] * S[None, None, :, :]
       * 2 / np.sqrt(np.pi) * np.sqrt(pp * qq / (pp + qq)))
sval, svec = np.linalg.eigh(S)
T = svec / np.sqrt(sval)                       # to an orthonormal basis
h = T.T @ core @ T
eri = np.einsum("ijkl,ia,jb,kc,ld->abcd", eri, T, T, T, T, optimize=True)
coul = eri.reshape(n * n, n * n)
exch = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)

# ---- radial grid for the density functional ----
node, wt = np.polynomial.legendre.leggauss(220)
s = (node + 1) / 2
RMAX = 20.0
r = RMAX * s ** 3
w = 4 * np.pi * r ** 2 * 3 * RMAX * s ** 2 * wt / 2
chi = ((2 * expo / np.pi) ** 0.75 * np.exp(-np.outer(r ** 2, expo))) @ T
assert np.max(np.abs(chi.T @ (w[:, None] * chi) - np.eye(n))) < 1e-8


def coulomb(P):
    return (coul @ P.ravel()).reshape(n, n)


def exchange(P):
    return (exch @ P.ravel()).reshape(n, n)


def density(P):
    return np.sum((chi @ P) * chi, axis=1)


def xc(code, Pa, Pb, deriv):
    rho = np.array([np.maximum(density(Pa), 0), np.maximum(density(Pb), 0)])
    out = libxc.eval_xc(code, rho, spin=1, deriv=deriv)
    return rho, out


def grid_matrix(v):
    return chi.T @ ((w * v)[:, None] * chi)


def energy(method, Pa, Pb):
    P = Pa + Pb
    e = np.sum(P * h) + 0.5 * np.sum(P * coulomb(P))
    if method == "UHF":
        return e - 0.5 * (np.sum(Pa * exchange(Pa)) + np.sum(Pb * exchange(Pb)))
    rho, out = xc(method, Pa, Pb, 1)
    return e + np.sum(w * rho.sum(axis=0) * out[0])


def fock(method, Pa, Pb):
    common = h + coulomb(Pa + Pb)
    if method == "UHF":
        return common - exchange(Pa), common - exchange(Pb)
    v = xc(method, Pa, Pb, 1)[1][1][0]
    return common + grid_matrix(v[:, 0]), common + grid_matrix(v[:, 1])


def make_response(method, Pa, Pb):
    """First-order change of both Fock matrices for density changes dPa, dPb."""
    if method == "UHF":
        def response(dPa, dPb):
            c = coulomb(dPa + dPb)
            return c - exchange(dPa), c - exchange(dPb)
        return response
    k = xc(method, Pa, Pb, 2)[1][2][0]
    assert np.all(np.isfinite(k))

    def response(dPa, dPb):
        c = coulomb(dPa + dPb)
        da, db = density(dPa), density(dPb)
        return (c + grid_matrix(k[:, 0] * da + k[:, 1] * db),
                c + grid_matrix(k[:, 1] * da + k[:, 2] * db))
    return response


def solve_scf(method, na, nb):
    c0 = np.linalg.eigh(h)[1][:, 0]
    Pa, Pb = na * np.outer(c0, c0), nb * np.outer(c0, c0)
    for _ in range(500):
        Fa, Fb = fock(method, Pa, Pb)
        ea, Ca = np.linalg.eigh(Fa)
        eb, Cb = np.linalg.eigh(Fb)
        Qa = na * np.outer(Ca[:, 0], Ca[:, 0])
        Qb = nb * np.outer(Cb[:, 0], Cb[:, 0])
        change = max(np.max(np.abs(Qa - Pa)), np.max(np.abs(Qb - Pb)))
        if change < 1e-10:
            break
        Pa, Pb = 0.3 * Pa + 0.7 * Qa, 0.3 * Pb + 0.7 * Qb
    assert change < 1e-10, "self-consistency not reached"
    return dict(E=energy(method, Qa, Qb), Pa=Qa, Pb=Qb,
                ea=ea, eb=eb, Ca=Ca, Cb=Cb, na=na, nb=nb)


def curvature(method, st):
    """Frozen curvature, relaxation curvature, and b-rotation part of F_fx."""
    response = make_response(method, st["Pa"], st["Pb"])
    zero = np.zeros((n, n))
    b = st["Cb"][:, 0]
    bb = np.outer(b, b)
    dF = response(zero, bb)
    frozen = np.sum(bb * dF[1])
    moves, gaps = [], []
    for spin, C, e, occ in ((0, st["Ca"], st["ea"], st["na"]),
                            (1, st["Cb"], st["eb"], st["nb"])):
        for v in range(1, n):
            d = np.outer(C[:, 0], C[:, v])
            moves.append((spin, occ * (d + d.T)))
            gaps.append(2 * occ * (e[v] - e[0]))
    mixed = np.array([np.sum(d * dF[spin]) for spin, d in moves])
    hess = np.diag(gaps)
    for j, (spin, d) in enumerate(moves):
        G = response(d, zero) if spin == 0 else response(zero, d)
        hess[:, j] += [np.sum(di * G[si]) for si, di in moves]
    assert np.linalg.eigvalsh((hess + hess.T) / 2)[0] > 0
    relax = -mixed @ np.linalg.solve(hess, mixed)
    return frozen, relax, np.max(np.abs(mixed[n - 1:]))


def second_difference(e, step):
    return (-e[0] + 16 * e[1] - 30 * e[2] + 16 * e[3] - e[4]) / (12 * step ** 2)


def first_difference(e, step):
    return (e[0] - 8 * e[1] + 8 * e[3] - e[4]) / (12 * step)


# ---- integrals against the known hydrogenic ion ----
ion = solve_scf("UHF", 1.0, 0.0)
assert abs(ion["E"] + Z ** 2 / 2) < 1e-4
assert abs(np.sum(ion["Pa"] * coulomb(ion["Pa"])) - 5 * Z / 8) < 5e-4

print("He, N = 1 + f; %d s Gaussians, exponents %.2f to %.0f bohr^-2"
      % (n, expo[0], expo[-1]))
methods = (("UHF", "UHF"), ("LSDA", LSDA))
samples = (0.05, 0.25, 0.50, 0.75, 0.95)
ends = {}
for name, method in methods:
    lo, hi = solve_scf(method, 1.0, 0.0), solve_scf(method, 1.0, 1.0)
    ends[name] = (lo, hi)
    size = [np.sum(w * r * density(x["Pa"])) for x in (lo, hi)]
    assert size[1] > size[0]
    print("%s: E(He+) = %.5f, E(He) = %.5f hartree" % (name, lo["E"], hi["E"]))
    print("%s slope: f=0 %.4f, chord %.4f, f=1 %.4f hartree"
          % (name, lo["eb"][0], hi["E"] - lo["E"], hi["eb"][0]))
    print("%s mean radius of orbital a: f=0 %.4f, f=1 %.4f bohr"
          % (name, size[0], size[1]))

# ---- curvature formula against differences of converged energies ----
print("Curvatures in hartree: frozen, relaxation, total, finite difference")
for name, method in methods:
    for f in samples:
        st = solve_scf(method, 1.0, f)
        frozen, relax, b_coupling = curvature(method, st)
        step = 0.02 * f
        fs = f + step * np.arange(-2, 3)
        relaxed = [solve_scf(method, 1.0, x)["E"] for x in fs]
        fixed = [energy(method, st["Pa"], st["Pb"] * x / f) for x in fs]
        numeric = second_difference(relaxed, step)
        # rounding of energies over step^2 sets the tolerance at the smallest f
        assert abs(numeric - frozen - relax) < 1e-5
        assert abs(second_difference(fixed, step) - frozen) < 1e-5
        assert abs(first_difference(relaxed, step) - st["eb"][0]) < 1e-6
        assert relax < 0 and st["ea"][0] < st["eb"][0]
        if name == "UHF":
            assert abs(frozen) < 1e-9 and b_coupling < 1e-8
            for g in samples:                  # supporting straight lines
                line = energy(method, st["Pa"], st["Pb"] * g / f)
                assert line >= solve_scf(method, 1.0, g)["E"] - 1e-10
        print("%-4s f=%.2f: %8.4f %8.4f %8.4f %8.4f"
              % (name, f, frozen + 0.0 if abs(frozen) > 1e-9 else 0.0,
                 relax, frozen + relax, numeric))

# ---- parts of the LSDA frozen curvature ----
print("LSDA frozen parts in hartree: Coulomb J, exchange, correlation")
for f in samples + (1.0,):
    st = solve_scf(LSDA, 1.0, f)
    b = st["Cb"][:, 0]
    bb = np.outer(b, b)
    J = np.sum(bb * coulomb(bb))
    part = {}
    for code in (X_ONLY, C_ONLY):
        kernel = xc(code, st["Pa"], st["Pb"], 2)[1][2][0][:, 2]
        part[code] = np.sum(w * kernel * density(bb) ** 2)
    rho, out = xc(X_ONLY, np.zeros((n, n)), st["Pb"], 1)
    Ex_b = np.sum(w * rho[1] * out[0])         # exchange energy of f b^2 alone
    assert abs(part[X_ONLY] - 4 / 9 * Ex_b / f ** 2) < 1e-5
    assert abs(J + part[X_ONLY] + part[C_ONLY] - curvature(LSDA, st)[0]) < 1e-7
    print("f=%.2f: %8.4f %8.4f %8.4f" % (f, J, part[X_ONLY], part[C_ONLY]))
print("At f=1: E_x of b %.4f, exact value -J/2 = %.4f hartree" % (Ex_b, -J / 2))
print("At f=1: -(exchange curvature)/J = %.4f, ideal 2/9 = %.4f"
      % (-part[X_ONLY] / J, 2 / 9))

# ---- inflection of the LSDA curve ----
def lsda_total(f):
    return sum(curvature(LSDA, solve_scf(LSDA, 1.0, f))[:2])


def lsda_frozen(f):
    return curvature(LSDA, solve_scf(LSDA, 1.0, f))[0]


f_total = brentq(lsda_total, 0.003, 0.5, xtol=1e-7)
f_frozen = brentq(lsda_frozen, 0.003, 0.5, xtol=1e-7)
assert f_frozen < f_total                     # relaxation widens the strip
print("LSDA inflection: frozen f = %.4f, with relaxation f = %.4f"
      % (f_frozen, f_total))
print("Simple estimate (2/9)^(3/2) = %.4f" % (2 / 9) ** 1.5)

# ---- midpoint deviation from the chord, split by integration ----
x1, w1 = np.polynomial.legendre.leggauss(10)
x2, w2 = np.polynomial.legendre.leggauss(6)
top = 0.5 ** (1 / 3)                           # t = u^3 removes the singularity
u = top * (x1 + 1) / 2
t_all = np.concatenate([u ** 3, 0.75 + x2 / 4])
w_all = np.concatenate([3 * u ** 2 * top * w1 / 2, w2 / 4])
print("Midpoint deviation from the chord at N = 1.5")
for name, method in methods:
    parts = np.zeros(2)
    for t, wq in zip(t_all, w_all):
        c = np.array(curvature(method, solve_scf(method, 1.0, t))[:2])
        parts -= wq * 0.5 * min(t, 1 - t) * c
        if name == "UHF":
            assert c.sum() < 0
        else:
            assert (c.sum() > 0) == (t > f_total)
    lo, hi = ends[name]
    mid = solve_scf(method, 1.0, 0.5)["E"]
    direct = mid - (lo["E"] + hi["E"]) / 2
    assert abs(parts.sum() - direct) < 1e-5
    assert (direct > 0) == (name == "UHF")
    parts[np.abs(parts) < 1e-9] = 0.0
    print("%s: frozen %.5f, relaxation %.5f hartree" % (name, parts[0], parts[1]))
    print("%s: direct total %.5f hartree = %.3f eV" % (name, direct, direct * EV))
    equal = solve_scf(method, 0.75, 0.75)["E"]
    assert mid < equal
    print("%s: E(1, 0.5) = %.5f, E(0.75, 0.75) = %.5f hartree"
          % (name, mid, equal))

# ---- spin-restricted LDA has no nearly empty channel ----
N = np.linspace(1.0, 2.0, 11)
ER = np.array([solve_scf(LSDA, x / 2, x / 2)["E"] for x in N])
bend = (ER[2:] - 2 * ER[1:-1] + ER[:-2]) / (N[1] - N[0]) ** 2
assert np.all(bend > 0)
print("Restricted LDA curvature, N = 1.1 to 1.9: min %.4f, max %.4f hartree"
      % (bend.min(), bend.max()))
print("every check passed")
```

Running it gives:

```
He, N = 1 + f; 13 s Gaussians, exponents 0.10 to 3652 bohr^-2
UHF: E(He+) = -2.00000, E(He) = -2.86167 hartree
UHF slope: f=0 -0.8207, chord -0.8617, f=1 -0.9180 hartree
UHF mean radius of orbital a: f=0 0.7500, f=1 0.9273 bohr
LSDA: E(He+) = -1.94176, E(He) = -2.83445 hartree
LSDA slope: f=0 -1.0452, chord -0.8927, f=1 -0.5703 hartree
LSDA mean radius of orbital a: f=0 0.7716, f=1 0.9593 bohr
Curvatures in hartree: frozen, relaxation, total, finite difference
UHF  f=0.05:   0.0000  -0.0637  -0.0637  -0.0637
UHF  f=0.25:   0.0000  -0.0738  -0.0738  -0.0738
UHF  f=0.50:   0.0000  -0.0912  -0.0912  -0.0912
UHF  f=0.75:   0.0000  -0.1172  -0.1172  -0.1172
UHF  f=0.95:   0.0000  -0.1490  -0.1490  -0.1490
LSDA f=0.05:   0.1479  -0.0901   0.0577   0.0577
LSDA f=0.25:   0.6786  -0.0987   0.5798   0.5798
LSDA f=0.50:   0.7833  -0.1211   0.6622   0.6622
LSDA f=0.75:   0.8171  -0.1470   0.6701   0.6701
LSDA f=0.95:   0.8220  -0.1702   0.6518   0.6518
LSDA frozen parts in hartree: Coulomb J, exchange, correlation
f=0.05:   1.0895  -1.5344   0.5928
f=0.25:   1.0892  -0.5248   0.1142
f=0.50:   1.0657  -0.3237   0.0414
f=0.75:   1.0339  -0.2400   0.0232
f=0.95:   1.0054  -0.1996   0.0162
f=1.00:   0.9979  -0.1915   0.0149
At f=1: E_x of b -0.4309, exact value -J/2 = -0.4990 hartree
At f=1: -(exchange curvature)/J = 0.1919, ideal 2/9 = 0.2222
LSDA inflection: frozen f = 0.0402, with relaxation f = 0.0457
Simple estimate (2/9)^(3/2) = 0.1048
Midpoint deviation from the chord at N = 1.5
UHF: frozen 0.00000, relaxation 0.01177 hartree
UHF: direct total 0.01177 hartree = 0.320 eV
UHF: E(1, 0.5) = -2.41907, E(0.75, 0.75) = -2.34390 hartree
LSDA: frozen -0.09385, relaxation 0.01530 hartree
LSDA: direct total -0.07855 hartree = -2.138 eV
LSDA: E(1, 0.5) = -2.46665, E(0.75, 0.75) = -2.45315 hartree
Restricted LDA curvature, N = 1.1 to 1.9: min 0.7535, max 0.9172 hartree
every check passed
```
